Zero-Bias Conductance of a Superconducting Contact and Its Doubling at Perfect Transparency

**Q:** You propose to send a small current from a normal conductor into a superconductor. An electron at the chemical potential finds no quasiparticle state there, because of the gap. Why is the conductance not zero?

**A:** No single quasiparticle can enter, but charge can enter as a pair. To see how much does, we need a definite model.

The normal conductor N fills x < 0 and the superconductor S fills x > 0. There is one orbital channel with two spin states. S has a real s-wave gap Δ that starts abruptly at x = 0. The contact has a barrier Hδ(x), and the two sides may have different masses and Fermi energies, m_N, μ_N and m_S, μ_S. Scattering is elastic, phase coherent and independent of spin, there is no magnetic field, and Δ is much smaller than both Fermi energies. This is the Blonder-Tinkham-Klapwijk model, extended to unequal Fermi velocities. It is a mean-field description: the pair potential Δ replaces the interaction between electrons that causes pairing. Here Δ is given, not calculated self-consistently.

Energies E are measured from the chemical potential of S. An excitation has an electron part u and a hole part v, which obey the Bogoliubov–de Gennes equations

h u + Δ v = E u
Δ u − h v = E v.

Here h is the one-electron Hamiltonian minus the chemical potential, and it is real.

**Q:** Then show me what these equations allow inside S at E = 0.

**A:** Put u and v proportional to exp(iqx) and define ξ = ħ²q²/(2m_S) − μ_S. At E = 0,

ξu + Δv = 0
Δu − ξv = 0.

The first equation gives v = −(ξ/Δ)u. Inserted in the second, it gives ξ² = −Δ², so ξ = ±iΔ. For ξ = iΔ the spinor (u,v) is (1,−i), and for ξ = −iΔ it is (1,i).

The wave number follows from q² = k_S²(1 ± iΔ/μ_S), where k_S is the Fermi wave number of S. To first order in Δ/μ_S the roots are

q = ±(k_S + iκ) for ξ = iΔ
q = ±(k_S − iκ) for ξ = −iΔ,

κ = k_SΔ/(2μ_S) = Δ/(ħv_S).

The last form uses 2μ_S = ħk_Sv_S. A wave that stays finite as x → ∞ needs Im q > 0. This leaves q = k_S + iκ in the first case and q = −k_S + iκ in the second. The wave in S is therefore

ψ_S = c (1,−i) exp(ik_Sx − κx) + d (1,i) exp(−ik_Sx − κx).

Both parts decay, so no quasiparticle travels away into S.

**Q:** So everything comes back. What comes back, and in which direction does a hole move?

**A:** In N the gap is zero, and at E = 0 electrons and holes both have wave number k_N. A hole has excitation energy E = μ_N − ħ²k²/(2m_N), so its group velocity is −ħk/m_N. A hole with positive wave number moves to the left. With one incident electron,

ψ_N = (1,0) exp(ik_Nx) + b (1,0) exp(−ik_Nx) + a (0,1) exp(ik_Nx).

The amplitude b describes ordinary reflection and a describes Andreev reflection, in which an electron returns as a hole. Their probabilities are B = |b|² and A = |a|², because all three waves have the same speed v_N.

The equations conserve the quasiparticle flux (ħ/m) Im(u*u′ − v*v′). In N it equals v_N(1 − B − A), and deep in S it vanishes. Hence A + B = 1.

**Q:** That fixes the sum but not the division. Which conditions do you impose at the barrier?

**A:** The wave is continuous. Integrating either equation over a vanishing interval around x = 0 removes the finite terms, including Δ, and leaves the same jump for u and v:

ψ′(0+)/m_S − ψ′(0−)/m_N = (2H/ħ²) ψ(0).

Multiply by ħ/v_N and define

r = v_S/v_N, Z = H/(ħv_N).

In the derivatives I drop κ beside k_S, an approximation we should examine later. The electron part then gives

1 + b = c + d
ir(c − d) − i(1 − b) = 2Z(1 + b).

The hole part of ψ_S is −ic exp(ik_Sx) + id exp(−ik_Sx). Its value at the contact is −i(c − d), and its derivative is k_S(c + d). So

a = −i(c − d)
r(c + d) − ia = 2Za.

**Q:** Four equations for four unknowns. Please do not skip the solution.

**A:** Let s = c + d and D = c − d. The two hole equations become

D = ia, s = (2Z + i)a/r.

Continuity of the electron part gives b = s − 1, hence 1 − b = 2 − s. The electron derivative condition becomes

irD − i(2 − s) = 2Zs.

Since irD = −ra, this is

−ra − 2i = (2Z − i)s = (2Z − i)(2Z + i)a/r = (1 + 4Z²)a/r.

Multiplying by r and collecting a,

a = −2ir/(1 + r² + 4Z²).

Then s = (2Z + i)(−2i)/(1 + r² + 4Z²) = (2 − 4iZ)/(1 + r² + 4Z²), and

b = s − 1 = (1 − r² − 4Z² − 4iZ)/(1 + r² + 4Z²).

As a check on the algebra, write w = 4Z², N₀ = 1 + r² + w and P = 1 − r² − w. Then |b|² = (P² + 4w)/N₀². Because N₀² − P² = (N₀ − P)(N₀ + P) = 4(r² + w), the numerator is N₀² − 4r². Thus B = 1 − 4r²/N₀² = 1 − A, as flux conservation requires.

For equal velocities, r = 1, the result reduces to

A = 1/(1 + 2Z²)².

**Q:** You want to compare with the normal-state conductance. For that I need the transmission of the same contact, not a parameter Z.

**A:** Switch off Δ and keep everything else. The wave is exp(ik_Nx) + b_n exp(−ik_Nx) on the left and τ exp(ik_Sx) on the right. The two conditions are

1 + b_n = τ
irτ − i(1 − b_n) = 2Zτ.

With 1 − b_n = 2 − τ, the second gives τ[i(1 + r) − 2Z] = 2i. The transmission probability is a ratio of fluxes, so |τ|² is multiplied by r:

T = r|τ|² = 4r/[(1 + r)² + 4Z²].

Now form the combination

2/T − 1 = [(1 + r)² + 4Z² − 2r]/(2r) = (1 + r² + 4Z²)/(2r).

The right side is 1/|a|. Therefore |a| = T/(2 − T), and

A = T²/(2 − T)².

The barrier strength and the velocity mismatch enter A through T alone.

**Q:** Perhaps that is an accident of a delta function. A Schottky barrier has width and shape.

**A:** The relation can be obtained without specifying the shape. Let an arbitrary coherent scatterer, described by a real Hamiltonian, stand in N just before an ideal interface with S, and measure amplitudes so that their squares are fluxes.

At the ideal interface an incoming electron exp(ikx) joins directly to the S wave with spinor (1,−i), so it returns as a hole with amplitude −i. An incoming hole moves right as (0,1)exp(−ikx). It joins to d(1,i), with id = 1, so d = −i, and it returns as an electron with amplitude −i as well.

Let t be the electron transmission amplitude of the scatterer, the same in both directions by time reversal, and ρ its reflection amplitude for waves arriving from the S side. At E = 0 the complex conjugate of a hole wave obeys the electron equation, so the hole amplitudes are t* and ρ*.

The shortest path is transmission t, conversion −i, and hole transmission t*. Each extra round trip contains a hole reflection ρ*, a conversion −i, an electron reflection ρ, and another conversion −i. Its factor is (−i)²|ρ|² = −R, where R = 1 − T. Summing for R < 1,

a = −i|t|²(1 − R + R² − …) = −iT/(1 + R) = −iT/(2 − T).

This gives the same A. A separate lattice calculation with irregular barriers supports it: for T = 0.3878 both the computed A and the formula give 0.0578, and for T = 0.6946 they give 0.2834 and 0.2832. The lattice gap is small but finite, so agreement to all digits is not expected.

**Q:** A reflection probability is not yet a conductance. I also worry that you will count spin, holes and pairs until a factor of two appears.

**A:** Then let us count electrons only, at all energies, positive and negative. In one dimension the velocity cancels the density of states, so each spin carries a current (e/h)∫(f_R − f_L)dE, where f_R and f_L are the occupations of right- and left-moving electron states in N. Two spins give

I = (2e/h)∫(f_R − f_L)dE.

Here e > 0, and I is taken positive when electrons flow towards S. The bias V raises the electron energies in the reservoir of N by eV, so f_R(E) = f(E − eV), with f the Fermi function.

For |E| < Δ a left-moving electron has two origins. It may be an electron reflected at energy E, or it may come from an incident hole. An incident hole of excitation energy E is an empty right-moving electron state at −E, which has probability 1 − f(−E − eV) = f(E + eV). Hence

f_L = B f(E − eV) + A f(E + eV).

The hole-to-electron probability equals the electron-to-hole probability A because the reflection matrix between these two channels is unitary. Using 1 − B = A,

f_R − f_L = A(E)[f(E − eV) − f(E + eV)].

At zero temperature and 0 < eV < Δ the bracket is 1 for −eV < E < eV and zero elsewhere below the gap. States beyond the gap carry no net current: at E < −Δ all incoming electron states are full, and at E > Δ all are empty. So

I = (2e/h)∫ A(E) dE, from −eV to eV.

As V → 0, A(E) may be replaced by A(0), and the interval has length 2eV:

G_NS = (4e²/h) A(0) = (4e²/h) T²/(2 − T)².

**Q:** So where exactly did the additional two come from?

**A:** From the length of the energy window, 2eV instead of eV. In the normal state, f_L = R f(E − eV) + T f(E), so f_R − f_L = T[f(E − eV) − f(E)]. The window then has length eV, and

G_N = (2e²/h) T.

Spin is in the prefactor 2e²/h in both cases. The wider window expresses pair transfer: an electron at E enters S together with one taken from −E, and the missing second electron is the reflected hole. One Andreev reflection thus moves charge 2e.

The population formula was also evaluated with numerically matched waves at a thermal energy of 0.01Δ. For r = 1 and Z = 0, 0.5 and 1, the slope dI/dV at small bias is 2.0000, 0.8888 and 0.2222 in units of 2e²/h. The closed formula gives 2A = 2, 0.8889 and 0.2222. At Z = 0.5 two corrections of a few parts in 10⁴ partly cancel: keeping κ lowers the zero-temperature value to 0.8886, and thermal averaging of A(E) raises it to 0.8888.

**Q:** Now the comparison. Is the superconducting contact always the better conductor?

**A:** No. Dividing the two conductances gives

G_NS/G_N = 2T/(2 − T)².

At T = 1 this is 2, which is the doubling for a transparent single channel:

G_NS = 4e²/h, G_N = 2e²/h.

The derivative of the ratio with respect to T is

2[(2 − T) + 2T]/(2 − T)³ = 2(2 + T)/(2 − T)³ > 0.

The ratio therefore rises steadily with T and reaches 2 only at T = 1. In the delta-barrier model,

1 − T = [(1 − r)² + 4Z²]/[(1 + r)² + 4Z²],

so perfect transparency requires both Z = 0 and r = 1. A clean interface with unequal Fermi velocities does not qualify.

The two conductances are equal when 2T = (2 − T)², or T² − 6T + 4 = 0. The root below 1 is

T = 3 − √5 ≈ 0.764.

For r = 1, where T = 1/(1 + Z²), this corresponds to Z ≈ 0.556. Stronger barriers make the superconducting state the poorer conductor.

**Q:** What happens for a really poor contact, such as a thick Schottky barrier?

**A:** For T ≪ 1, A ≈ T²/4 and the ratio tends to T/2. The normal current needs one electron to cross, with probability of order T, while the pair current needs two crossings, hence T². At Z = 10 and r = 1, T = 0.00990. The matched waves give a ratio of 0.00500, against T/2 = 0.00495. The difference of about 1% is the next term of the expansion, since 2T/(2 − T)² ≈ (T/2)(1 + T).

This limit describes one coherent barrier and one channel. If disorder in N returns electrons to the barrier coherently, that disorder belongs to the scatterer, and in one channel T must be the transmission of the whole. A real Schottky contact has many channels. The formula then applies to each transmission eigenvalue T_n separately, G_NS = (4e²/h) Σ T_n²/(2 − T_n)², and the average T must not be inserted. A few open channels dominate the pair current: with 999 channels at T_n = 10⁻⁴ and one at 0.5, half the average T is 3 × 10⁻⁴, yet the ratio is 0.37. Coherent disorder in front of a barrier spreads the T_n in the same way and can raise the ratio far above half the average T.

**Q:** You promised to return to κ. If it is kept, is the transparent contact still perfect?

**A:** Not quite. Take Z = 0 and r = 1, and let ε = κ/k_S = Δ/(2μ), with μ the common Fermi energy. The derivatives of the two S waves, divided by k_S, now carry factors i − ε and −i − ε. The electron condition becomes

iD − εs = i(2 − s).

For the hole part,

(i − ε)(−ic) + (−i − ε)(id) = s + iεD = ia = D,

so s = (1 − iε)D. Inserting this in the electron condition,

iD + (i − ε)(1 − iε)D = 2i.

The product (i − ε)(1 − iε) equals i(1 + ε²), which gives D = 2/(2 + ε²). Then

b = s − 1 = (−2iε − ε²)/(2 + ε²) ≈ −iε,

B ≈ ε² = (Δ/2μ)².

The correction to the real part of the wave number is itself of order ε² and does not change this leading term. The factor of two is thus the limit Δ/μ → 0. For Δ = 1 meV and μ = 2 eV the estimate is (0.001/4)² = 6.25 × 10⁻⁸, and matching with the full complex wave vectors gives the same value to the digits printed. The loss is negligible here, but it would matter in a conductor whose Fermi energy is comparable with the gap.

**Q:** Give me conductances I could picture on a meter.

**A:** Take round model parameters: the free-electron mass on both sides, μ_N = 2 eV and Δ = 1 meV. Then k_N = 7.245 nm⁻¹, and

ħv_N = 2μ_N/k_N = 4 eV/(7.245 nm⁻¹) = 0.552 eV nm.

A barrier with Z = 0.5 has H = 0.5 × 0.552 = 0.276 eV nm. For v_S = v_N the wave in S decays over 1/κ = ħv_S/Δ = 552 nm, so S must be several times thicker than this for the wave to die out inside it, as the model assumes. The conductance unit is 2e²/h = 77.48 μS.

First let μ_S = 2 eV, so r = 1.

- Z = 0: T = 1 and A = 1. G_N = 77.48 μS and G_NS = 2 × 77.48 = 154.96 μS. The ratio is 2.
- Z = 0.5: T = 1/1.25 = 0.8 and A = (0.8/1.2)² = 0.444. G_N = 61.98 μS and G_NS = 68.87 μS. The ratio is 1.11.
- Z = 1: T = 0.5 and A = (0.5/1.5)² = 0.111. G_N = 38.74 μS and G_NS = 17.22 μS. The ratio is 0.444.

Now remove the barrier but set μ_S = 8 eV. With equal masses r = √(8/2) = 2, so T = 8/9 = 0.889 and A = (4/5)² = 0.64. This gives G_N = 68.87 μS, G_NS = 99.18 μS and a ratio of 1.44. The velocity step alone removes more than half of the enhancement above 1.

At 10 μV the energy eV is 0.01 meV, one hundredth of the gap. The transparent contact carries 154.96 μS × 10 μV = 1.55 nA, against 0.775 nA in the normal state.

Matching without dropping κ changes the ratio at Z = 0.5 from 1.1111 to 1.1107. The relative change, a few parts in 10⁴, is of the order of Δ/μ_N = 5 × 10⁻⁴. The numerical output lists these comparisons.

**Q:** If I measure a ratio below two, have I disproved the theory?

**A:** No. Within the model, in the limit Δ/μ → 0, any T < 1 lowers the ratio. If a contact has several channels, the independent ones are the eigenchannels of its transmission matrix; their conductances add, and each contributes at most twice its normal value. The total ratio is then 2 only if every conducting channel is transparent.

A measured ratio can also fall outside the assumptions. The bias and the thermal energy must be small enough for A(E) to be replaced by A(0). A weak contact sets a stricter limit on the temperature: thermally excited quasiparticles above the gap carry a current of first order in T, which can exceed the pair current of order T² even when few of them are present. The derivation used equal occupations and equal scattering for both spins, so a spin-polarised conductor needs a new calculation. Finally, V is the voltage between the reservoir of N and S. A further resistance in series adds its own voltage drop in both states, and that drop has to be removed before the two conductances are compared.

Computed values

```
Fermi energy of N: 2.0 eV
gap: 1.0 meV
Fermi wave number of N: 7.245 nm^-1
hbar v_N: 0.5521 eV nm
barrier strength H at Z=0.5: 0.2760 eV nm
amplitude decay length in S (v_S=v_N): 552.1 nm
2e^2/h: 77.481 microsiemens
Contacts, from the closed formulas (G in microsiemens);
last column: ratio from matching with complex wave vectors
Z    mu_S/eV  r     T       A       G_N      G_NS     ratio   matched
0.0  2.0      1.00  1.0000  1.0000   77.481  154.962  2.0000  2.0000
0.5  2.0      1.00  0.8000  0.4444   61.985   68.872  1.1111  1.1107
1.0  2.0      1.00  0.5000  0.1111   38.740   17.218  0.4444  0.4443
0.0  8.0      2.00  0.8889  0.6400   68.872   99.176  1.4400  1.4400
transparent contact, B from matching: 6.250e-08
estimate (gap/2mu)^2: 6.250e-08
transparent contact, current at 10 microvolt: 1.5496 nA in S state, 0.7748 nA in normal state
crossover from matching: Z = 0.5557, T = 0.7640
crossover from formula 3-sqrt(5): T = 0.7639
weak contact Z=10: T = 0.00990, ratio = 0.00500, T/2 = 0.00495
Slope of current at kT = 0.01 gap, in units of 2e^2/h:
  Z = 0.0: 2.0000
  Z = 0.5: 0.8888
  Z = 1.0: 0.2222
Lattice with barriers of other shapes: T, A computed, T^2/(2-T)^2
  1.0000  1.0000  1.0000
  0.3878  0.0578  0.0578
  0.6946  0.2834  0.2832
```
